# Welton's vacuum smearing and the Darwin term compared

Suppose that an electron in an s state is displaced from its position $\mathbf r$ by a vector of fixed length $a$, whose direction is random. What does this do to its attraction to a point nucleus of charge $Ze$? Averaging over the directions of the displacement is the same as spreading the electron's charge evenly over the surface of a sphere of radius $a$. If the nucleus lies outside this sphere, $r>a$, the average potential energy is the usual $-Ze^2/(4\pi\varepsilon_0 r)$. If it lies inside, the average is the constant $-Ze^2/(4\pi\varepsilon_0 a)$. The attraction is therefore weakened only for $r<a$. When $a$ is small compared with the atom, the electron density there is nearly its value $|\psi(0)|^2$ at the nucleus, and the energy changes by

$$
\begin{aligned}
\Delta E&=|\psi(0)|^2\int_0^a 4\pi r^2\,\frac{Ze^2}{4\pi\varepsilon_0}\left(\frac1r-\frac1a\right)dr\\
&=\frac{Ze^2}{\varepsilon_0}|\psi(0)|^2\left(\frac{a^2}{2}-\frac{a^2}{3}\right)
=\frac{a^2}{6}\,\frac{Ze^2}{\varepsilon_0}|\psi(0)|^2 .
\end{aligned}
$$

The shift is upward, because smearing removes the deepest part of the well. An isotropic distribution of displacements $\boldsymbol\xi$ is a mixture of such spheres, so for it $a^2$ becomes the mean square $\langle\xi^2\rangle$.

The same result holds for any potential energy $V(\mathbf r)$ that varies slowly over the displacement. Expand to second order,

$$
V(\mathbf r+\boldsymbol\xi)=V+\sum_i\xi_i\,\partial_iV+\frac12\sum_{ij}\xi_i\xi_j\,\partial_i\partial_jV+\dots
$$

Isotropy gives $\langle\xi_i\rangle=0$ and $\langle\xi_i\xi_j\rangle=\delta_{ij}\langle\xi^2\rangle/3$. The linear term drops out, and the quadratic one leaves

$$
\Delta E=\frac16\langle\xi^2\rangle\,\langle\nabla^2V\rangle ,
$$

where the last bracket is an average over the electron's state. For the point nucleus $\nabla^2V=(Ze^2/\varepsilon_0)\,\delta(\mathbf r)$. The expansion is not valid at the nucleus itself, but the calculation with spheres has shown that the formula survives there. States with orbital angular momentum vanish at the nucleus and are not shifted at this order.

In Welton's picture the displacement comes from the zero-point electromagnetic field. The Lamb shift is the departure of atomic levels from their energies in the Dirac equation with a Coulomb potential, and this shaking accounts for its leading, logarithmic part in s states when $Z\alpha$ is small.

To find $\langle\xi^2\rangle$, enclose the field in a large volume $\mathcal V$. Each mode of angular frequency $\omega$ is a harmonic oscillator with ground-state energy $\hbar\omega/2$. In the ground state of an oscillator the two quadratic parts of the energy have equal averages, so half of this energy is electric:

$$
\frac{\varepsilon_0}{2}\langle E^2\rangle\mathcal V=\frac{\hbar\omega}{4},
\qquad
\langle E^2\rangle=\frac{\hbar\omega}{2\varepsilon_0\mathcal V}.
$$

Here $\langle E^2\rangle$ is the contribution of one mode, averaged over the volume. Treat the electron, of charge $-e$ and mass $m$, as free and slow, and take the wavelength to be long compared with its displacement. Newton's equation is $m\ddot{\boldsymbol\xi}=-e\mathbf E$. For oscillation at frequency $\omega$ the left side is $-m\omega^2\boldsymbol\xi$, so

$$
\boldsymbol\xi=\frac{e\mathbf E}{m\omega^2},\qquad
\langle\xi^2\rangle_{\text{mode}}=\frac{e^2}{m^2\omega^4}\,\frac{\hbar\omega}{2\varepsilon_0\mathcal V}.
$$

Different modes fluctuate independently in the vacuum, so their mean squares add. The number of modes in $d\omega$, counting two polarizations and using $k=\omega/c$ for the wave number, is

$$
2\,\frac{\mathcal V}{(2\pi)^3}\,4\pi k^2\,dk=\frac{\mathcal V\omega^2}{\pi^2c^3}\,d\omega .
$$

The volume cancels in the sum:

$$
\langle\xi^2\rangle_{\text{vac}}
=\int\frac{\mathcal V\omega^2}{\pi^2c^3}\,\frac{e^2\hbar}{2\varepsilon_0m^2\mathcal V\omega^3}\,d\omega
=\frac{e^2\hbar}{2\pi^2\varepsilon_0m^2c^3}\int_{\omega_{\min}}^{\omega_{\max}}\frac{d\omega}{\omega}.
$$

With the fine-structure constant $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ we may write $e^2/\varepsilon_0=4\pi\alpha\hbar c$. With the reduced Compton wavelength $\lambda=\hbar/(mc)$ this becomes

$$
\boxed{\langle\xi^2\rangle_{\text{vac}}=\frac{2\alpha}{\pi}\,\lambda^2L,\qquad L=\ln\frac{\omega_{\max}}{\omega_{\min}}}
$$

As a test, the modes of a periodic box were summed one by one over a range in which the frequency grows fivefold. The sum was 1.00085 times the logarithmic formula.

Without limits the integral would diverge at both ends, and each end marks a failure of the model. At $\hbar\omega\approx mc^2$ the photon is energetic enough to give the electron a relativistic recoil, and the wavelength is no longer long on the scale $\lambda$. We therefore set $\hbar\omega_{\max}=mc^2$, which is an estimate and not a sharp boundary. At low frequency the electron is not free, since it is bound to the nucleus. How binding stops the integral can be calculated.

In the gauge $\nabla\cdot\mathbf A=0$, the part of the Hamiltonian linear in the vector potential is $(e/m)\mathbf A\cdot\mathbf p$. The term quadratic in $\mathbf A$ has, for long waves, the same vacuum average in every electron state, and does not affect level differences. Since $\mathbf E=-\partial\mathbf A/\partial t$, one mode has $\langle A^2\rangle=\langle E^2\rangle/\omega^2=\hbar/(2\varepsilon_0\omega\mathcal V)$. This is also the squared matrix element for creating one photon from the vacuum. Let $|0\rangle$ be the electron's state, $|n\rangle$ the other states, $\Delta_n=E_n-E_0$, and $\mathbf p_{n0}=\langle n|\mathbf p|0\rangle$. Averaged over directions, a polarization vector $\boldsymbol\epsilon$ gives $|\boldsymbol\epsilon\cdot\mathbf p_{n0}|^2\to|\mathbf p_{n0}|^2/3$. Second-order perturbation theory then yields

$$
\begin{aligned}
\Delta E_{\text{bound}}
&=-\int\frac{\mathcal V\omega^2d\omega}{\pi^2c^3}\,\frac{e^2}{m^2}\,\frac{\hbar}{2\varepsilon_0\omega\mathcal V}\sum_n\frac{|\mathbf p_{n0}|^2}{3(\Delta_n+\hbar\omega)}\\
&=-\frac{2\alpha}{3\pi m^2c^2}\int_0^K dk\sum_n|\mathbf p_{n0}|^2\frac{k}{k+\Delta_n}.
\end{aligned}
$$

From here on $k=\hbar\omega$ denotes the photon energy, and $K=mc^2$ is its upper limit. In the second line $e^2/\varepsilon_0=4\pi\alpha\hbar c$ and $\omega\,d\omega=k\,dk/\hbar^2$ were used. Writing the matrix element as $\mathbf p_{n0}$, without the spatial phase of the wave, is strictly justified only for waves longer than the atom, $k\ll Z\alpha mc^2$. It is used here up to $K$ on the ground that for shorter waves the recoil energy $k^2/(2mc^2)$ stays small against $k$ until $k$ approaches $mc^2$; this step is assumed, not derived.

A free electron also has such an energy. For long waves its momentum does not change, so $\Delta_n=0$ and the fraction $k/(k+\Delta_n)$ is replaced by 1. The result is proportional to $p^2$, which is the form of the kinetic energy, and so it is already contained in the measured mass. It has to be subtracted. Completeness gives $\langle p^2\rangle=\sum_n|\mathbf p_{n0}|^2$, and $1-k/(k+\Delta_n)=\Delta_n/(k+\Delta_n)$, so that

$$
\Delta E=\frac{2\alpha}{3\pi m^2c^2}\sum_n|\mathbf p_{n0}|^2\Delta_n\int_0^K\frac{dk}{k+\Delta_n}.
$$

For $k\gg\Delta_n$ the integrand is $1/k$, as in the smearing calculation. For $k\ll\Delta_n$ it levels off at $1/\Delta_n$, and slow modes contribute little. The excitation energy thus acts as a smooth lower limit. If $K\gg\Delta_n$, the integral is $\ln[(K+\Delta_n)/\Delta_n]\approx\ln(K/\Delta_n)$.

The weights in front of the logarithm obey a sum rule. Expanding the double commutator and using $H|0\rangle=E_0|0\rangle$ gives

$$
\sum_i\langle[p_i,[H,p_i]]\rangle=\sum_i\langle2p_iHp_i-p_i^2H-Hp_i^2\rangle=2\sum_n|\mathbf p_{n0}|^2\Delta_n .
$$

On the other hand $[H,p_i]=[V,p_i]=i\hbar\,\partial_iV$, and a further commutator with $p_i$ gives $[p_i,i\hbar\,\partial_iV]=\hbar^2\partial_i^2V$. Hence

$$
\sum_n|\mathbf p_{n0}|^2\Delta_n=\frac{\hbar^2}{2}\langle\nabla^2V\rangle .
$$

Define a mean excitation energy $k_0$ by

$$
\ln k_0=\frac{\sum_n|\mathbf p_{n0}|^2\Delta_n\ln|\Delta_n|}{\sum_n|\mathbf p_{n0}|^2\Delta_n},
$$

where energies inside logarithms are measured in a common unit. The shift becomes

$$
\Delta E=\frac{2\alpha}{3\pi m^2c^2}\,\frac{\hbar^2}{2}\langle\nabla^2V\rangle\ln\frac{mc^2}{k_0}
=\frac16\left(\frac{2\alpha}{\pi}\lambda^2L\right)\langle\nabla^2V\rangle,
\qquad L=\ln\frac{mc^2}{k_0}.
$$

This is the smearing formula with its prefactor unchanged and with $\hbar\omega_{\min}=k_0$. For the 2s state of a one-electron atom the 2p level has $\Delta_n=0$ and drops out, and the lower 1s level is not reached because $\mathbf p$ changes parity. All remaining $\Delta_n$ are positive. For higher s states some p levels lie lower, with $\Delta_n<0$. The integrand then has a pole at $k=|\Delta_n|$, where a real photon can be emitted, and the level shift is the principal value, $\ln[(K-|\Delta_n|)/|\Delta_n|]\approx\ln(K/|\Delta_n|)$. This is why the definition of $k_0$ contains $|\Delta_n|$. In a p state $\langle\nabla^2V\rangle=0$, so the term with $\ln K$ cancels. The sum with $\ln|\Delta_n|$ need not cancel, however, and a shift can remain that the smearing picture does not describe.

A harmonic well shows the role of the lower limit in its simplest form. For $V=\tfrac12m\omega_0^2r^2$ the ground state is connected by $\mathbf p$ only to states with $\Delta_n=\hbar\omega_0$. Then $k_0=\hbar\omega_0$, and with $\nabla^2V=3m\omega_0^2$

$$
\Delta E=\frac{\alpha}{3\pi}\lambda^2\,(3m\omega_0^2)\,L=\frac{\alpha}{\pi}\,\frac{(\hbar\omega_0)^2}{mc^2}\,\ln\frac{mc^2}{\hbar\omega_0}.
$$

Field modes slower than the electron's own oscillation are the ones that are cut off.

For an ns state of a one-electron atom, $|\psi(0)|^2=Z^3/(\pi n^3a_0^3)$, where $n$ is now the principal quantum number and $a_0=\lambda/\alpha$ is the Bohr radius. Inserting $Ze^2/\varepsilon_0=4\pi Z\alpha\hbar c$ and $\hbar c/\lambda=mc^2$,

$$
\Delta E_{\text{vac}}=\frac{\alpha\lambda^2L}{3\pi}\,(4\pi Z\alpha\hbar c)\,\frac{Z^3\alpha^3}{\pi n^3\lambda^3}
=\frac{4\alpha(Z\alpha)^4mc^2}{3\pi n^3}\,L .
$$

The Darwin term also has the form of a smearing, but it arises without a quantized field. It can be read off from the Dirac equation as follows. A free electron with momentum $\mathbf p$ and positive energy has a four-component spinor. For $p\ll mc$, with $\chi$ a two-component spin state, it is

$$
u(\mathbf p)\approx\begin{pmatrix}\left(1-\dfrac{p^2}{8m^2c^2}\right)\chi\\[2mm]\dfrac{\boldsymbol\sigma\cdot\mathbf p}{2mc}\,\chi\end{pmatrix}.
$$

The factor in the upper part normalizes the spinor: its square lowers the norm by $p^2/(4m^2c^2)$, which the lower part restores. When the potential changes the momentum from $\mathbf p$ to $\mathbf p'$, its Fourier component is multiplied by the overlap of the two spinors. Using $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)$, this overlap, as an operator on the spin, is

$$
\begin{aligned}
u^\dagger(\mathbf p')u(\mathbf p)&\to1-\frac{p^2+p'^2}{8m^2c^2}+\frac{\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4m^2c^2}\\
&=1-\frac{|\mathbf p'-\mathbf p|^2}{8m^2c^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4m^2c^2}.
\end{aligned}
$$

The last term is the spin-orbit coupling, which vanishes in s states. Transitions to negative-energy states are left out here. The potential couples to them with a strength of order $V|\mathbf p'-\mathbf p|/(mc)$, and the energy denominator is about $2mc^2$, so their second-order effect is of order $\lambda^2\langle(\nabla V)^2\rangle/(mc^2)$. For the Coulomb potential $(\nabla V)^2=(Z\alpha\hbar c)^2/r^4$. In an s state the average of $1/r^4$ is dominated by the shortest distances, of order $\lambda$, where this estimate stops holding, so it is of order $|\psi(0)|^2/\lambda\sim(Z\alpha)^3/\lambda^4$. The effect is then of order $(Z\alpha)^5mc^2$, smaller than the Darwin term by a factor of order $Z\alpha$, so it does not affect the coefficient of $(Z\alpha)^4$. Taken alone it is not small against the vacuum shift: for the sodium ion treated below it is about 0.09 eV. The exact Dirac level, however, contains no term in $(Z\alpha)^5$, because this piece is cancelled by positive-energy contributions of the same order that the expansion of the spinor also omits; its next term is of order $(Z\alpha)^6mc^2$.

Now compare with smearing. A Fourier component of $V$ with wave vector $\boldsymbol\kappa$ contains $e^{i\boldsymbol\kappa\cdot\mathbf r}$. Displacing the electron multiplies it by

$$
\langle e^{i\boldsymbol\kappa\cdot\boldsymbol\xi}\rangle\approx1-\frac12\langle(\boldsymbol\kappa\cdot\boldsymbol\xi)^2\rangle=1-\frac{\kappa^2\langle\xi^2\rangle}{6}.
$$

The Dirac factor, with $\mathbf p'-\mathbf p=\hbar\boldsymbol\kappa$, is $1-\lambda^2\kappa^2/8$. The two agree if

$$
\boxed{\langle\xi^2\rangle_{\text D}=\frac34\lambda^2,\qquad
\frac{\langle\xi^2\rangle_{\text{vac}}}{\langle\xi^2\rangle_{\text D}}=\frac{8\alpha}{3\pi}L}
$$

The corresponding energy of an ns state is

$$
\Delta E_{\text D}=\frac{\lambda^2}{8}\,(4\pi Z\alpha\hbar c)\,\frac{Z^3\alpha^3}{\pi n^3\lambda^3}=\frac{(Z\alpha)^4mc^2}{2n^3}.
$$

This was tested against the Dirac energy of the 2s level. In units of $(Z\alpha)^4mc^2$ the leading relativistic correction is $-0.039063$, and the correction to the kinetic energy proportional to $p^4$ contributes $-0.101563$. The difference is $0.062500$, equal to $1/(2\cdot2^3)$.

Both displacements are set by the Compton wavelength, but they differ in origin. The Darwin length expresses the structure of the positive-energy Dirac states and is, at this order, the same for every electrostatic potential. The vacuum displacement carries an extra factor $\alpha$, the strength of the coupling to the field, and depends on the state through $k_0$. In a one-electron atom excitation energies scale as $Z^2$, so $L$ grows by $2\ln2$ whenever $Z$ is halved. The vacuum displacement is thus relatively more important in light atoms.

The 2s state of the one-electron sodium ion, $Z=11$, shows the sizes. The nucleus is taken as a fixed point and the wavefunctions are non-relativistic, which is reasonable since $Z\alpha=0.0803$. The numerical output lists the values used here. Diagonalizing the Hamiltonian for p states gives $\ln[k_0/(Z^2E_{\text h})]=2.1185$, where $E_{\text h}=\alpha^2mc^2$ is the hartree. A second basis gives 2.1184, and the sum over the exact bound and continuum states gives 2.1186, so the finite bases are low by one or two units in the last digit, which does not affect the numbers below. This corresponds to $k_0\approx27.4$ keV, and

$$
L=\ln\frac{mc^2}{k_0}=\ln\frac{510999\ \text{eV}}{2.739\times10^{4}\ \text{eV}}=2.926 .
$$

It would be a poor approximation to replace $k_0$ by the ground-state binding energy, $Z^2$ rydberg. That choice gives $L=5.738$, nearly twice as much. The typical excitations that matter lie far above the binding energy, because the factor $\Delta_n$ in the weights favours high states.

With $\lambda=386.159$ fm the mean squares are

$$
\begin{aligned}
\langle\xi^2\rangle_{\text{vac}}&=\frac{2(0.00729735)}{\pi}\,(386.159\ \text{fm})^2\,(2.926)\approx2027\ \text{fm}^2,\\
\langle\xi^2\rangle_{\text D}&=0.75\,(386.159\ \text{fm})^2\approx111839\ \text{fm}^2 .
\end{aligned}
$$

Their square roots are 45 fm and 334 fm. The vacuum displacement is 0.135 of the Darwin displacement in length and 0.018 in mean square. Energies follow the mean squares:

$$
\Delta E_{\text D}=\frac{(0.08027)^4(510999\ \text{eV})}{16}\approx1.326\ \text{eV},
\qquad
\Delta E_{\text{vac}}\approx0.01813\times1.326\ \text{eV}\approx0.024\ \text{eV}.
$$

For the two displacements to be equal, $L$ would have to be $3\pi/(8\alpha)=161.4$. With the upper limit at $mc^2$, this would require an excitation energy smaller than $mc^2$ by a factor $e^{161.4}$.

How good is the assumption that the density is constant over the displacement? Near the nucleus the 2s density falls as $|\psi(0)|^2(1-2Zr/a_0)$. Repeating the opening integral with this factor, and with $r=ay$, gives

$$
\int_0^1(y-y^2)\left(1-\frac{2Za}{a_0}y\right)dy=\frac16\left(1-\frac{Za}{a_0}\right).
$$

For $a=45.02$ fm and $a_0/Z=4810.7$ fm the reduction is 0.9 % of the point formula. Explicit integration over the full 2s density agrees: it gives 0.02381 eV for the sphere, against 0.02403 eV from the formula. A Gaussian distribution with the same mean square gives 0.02376 eV. It lies slightly lower because the correction is governed by the mean cube of the displacement, which is larger for the Gaussian. These two shapes differ by only 0.2 % of the point formula. All of this refers to the non-relativistic density. A distance of 45 fm lies well inside $\lambda$, where the Dirac density rises above it; with the Dirac 2s density the sphere gives about 3 % more than the point formula instead of 0.9 % less. The assumption is thus good to a few per cent.

The logarithm is a much larger source of uncertainty. Doubling the upper limit adds $\ln2$ to $L$, a change of 23.7 % relative to $L$. Keeping the complete integral $\ln[(K+\Delta_n)/\Delta_n]$ instead of $\ln(K/\Delta_n)$ gives 3.312 in place of 2.926. The difference, 0.386, comes from states whose excitation energy is not small compared with $mc^2$. It falls to 0.044 when the limit is raised a hundredfold, which confirms that the logarithmic form is reached for large $K/k_0$. States with $\Delta_n>mc^2$, where a non-relativistic spectrum cannot be trusted, carry 13 % of the weight. They contribute $-0.28$ to $L$ but only $+0.03$ to the complete integral, so it is the value 2.926 that leans on them more. Neither number fixes the constant beside the logarithm; their difference shows how far the model leaves it open.

The value 0.024 eV is thus an estimate of the leading logarithmic term, uncertain by some tens of per cent. A constant of order one beside $L$ requires a relativistic treatment of the fast modes. Vacuum polarization, the anomalous magnetic moment, and the size and recoil of the nucleus are also missing. The ratio to the Darwin term is proportional to $L$ and shares its relative uncertainty: a change of $L$ by one unit alters the ratio of mean squares by $8\alpha/(3\pi)$, about 0.006, which is a third of the value 0.018. The conclusion survives such a change, however: the ratio then lies between about 0.012 and 0.024, so the vacuum smearing remains a small correction to the Darwin smearing.

## Calculated quantities

```
Nuclear charge Z: 11; principal quantum number n: 2
Fine-structure constant alpha: 0.00729735
Z alpha: 0.08027
Reduced Compton wavelength lambda: 386.159 fm
Bohr radius divided by Z: 4810.7 fm
Electron rest energy: 510999.0 eV
Box mode sum / logarithmic formula: 1.00085
Box perturbation sum / formula: 1.00040
Sum rule, computed / expected: 1.000000
Total oscillator strength from 2s: 1.000000
ln[k0/(Z^2 hartree)] for 2s: 2.1185
Same logarithm, second basis: 2.1184
ln[k0/(Z^2 rydberg)] for 2s: 2.8116
Mean excitation energy k0: 27389.7 eV
Logarithm L = ln(m c^2/k0): 2.9262
L with crude lower cutoff Z^2 rydberg: 5.7378
Complete k-integral in place of L: 3.3119
Complete integral minus L: 0.3857
Same difference at 100 times the cutoff: 0.0440
Relative change of L on doubling cutoff: 23.7 %
Vacuum mean-square displacement: 2027.1 fm^2
Darwin mean-square displacement: 111839.2 fm^2
Vacuum rms displacement: 45.02 fm
Darwin rms displacement: 334.42 fm
Ratio of mean squares, vacuum/Darwin: 0.01813
Ratio of rms displacements: 0.1346
Darwin coefficient from Dirac spinors: 0.74992
Scaled Dirac fine-structure energy: -0.039063
Scaled p^4 energy: -0.101563
Scaled Darwin energy by difference: 0.062500
2s density at nucleus: 3.5738e-13 fm^-3
Vacuum-smearing energy, 2s: 0.024034 eV
Darwin energy, 2s: 1.32597 eV
Explicit Gaussian smearing: 0.023759 eV
Explicit shell smearing: 0.023810 eV
L needed for equal displacements: 161.4
```
